# Which Donor Levels a Core Projector Can Shift in Silicon

A donor electron in silicon has six conduction-band valleys available, so its lowest effective-mass level is a manifold of six states. The core of the donor splits this manifold. Here the core is represented by separable projectors, and the question is which levels each angular momentum can move.

**Setting.** The donor sits on a lattice site at the origin, with neighbours along \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\) and \((-1,-1,1)\). The site group \(T_d\) consists of the 24 coordinate permutations combined with an even number of sign changes. It acts on functions by \((g\psi)(\mathbf r)=\psi(g^{-1}\mathbf r)\). Spin-orbit coupling is left out.

The valley states are \(|\mu\rangle=F_\mu\varphi_\mu\), with \(\mu=\pm x,\pm y,\pm z\). Here \(F_\mu\) is a 1s envelope, ellipsoidal about the valley axis, and \(\varphi_\mu\) is the Bloch function of the valley minimum, of type \(\Delta_1\). The six states are taken as orthonormal. The core term for angular momentum \(l\) is

\[
V_l=D_l\sum_m|\beta_{lm}\rangle\langle\beta_{lm}| ,
\]

with real, normalized \(\beta_{lm}\) centred on the donor, and one radial function and one strength \(D_l\) for each \(l\).

## (a) Into which symmetry types does the manifold split?

**Solution.** Four operations leave the \(+x\) direction fixed. They send \((x,y,z)\) to itself, \((x,-y,-z)\), \((x,z,y)\) and \((x,-z,-y)\), and they form the group \(C_{2v}\). A \(\Delta_1\) function is invariant under them, and so is the envelope, which depends on \(x^2\) and \(y^2+z^2\). Hence \(|+x\rangle\) is invariant.

The other valley states can therefore be defined by \(|g(+x)\rangle=g|+x\rangle\). Two operations leading to the same valley differ by an element of \(C_{2v}\), which changes nothing. This fixes the relative phases. It agrees with choosing \(\varphi_\mu(0)>0\), because every \(g\) leaves the origin in place.

The site group now permutes the six states, and the character of an operation is the number of valleys it leaves fixed. In the class order identity, \(8C_3\), \(3C_2\), \(6S_4\), \(6\sigma_d\),

\[
\chi_{\rm valley}=(6,0,2,0,2).
\]

The characters of the irreducible representations are

\[
\begin{aligned}
A_1&:(1,1,1,1,1), & A_2&:(1,1,1,-1,-1),\\
E&:(2,-1,2,0,0), & T_1&:(3,0,-1,1,-1),\\
T_2&:(3,0,-1,-1,1).
\end{aligned}
\]

Their multiplicities follow from \(n_\Gamma=\frac1{24}\sum_g\chi_\Gamma(g)\chi_{\rm valley}(g)\):

\[
\begin{aligned}
n_{A_1}&=(6+6+12)/24=1, & n_{A_2}&=(6+6-12)/24=0,\\
n_E&=(12+12)/24=1, & n_{T_1}&=(18-6-12)/24=0,\\
n_{T_2}&=(18-6+12)/24=1.
\end{aligned}
\]

The manifold is \(A_1+E+T_2\). Representative normalized states are

\[
\begin{aligned}
|A_1\rangle&=\tfrac1{\sqrt6}\sum_\mu|\mu\rangle,\qquad
|T_2,x\rangle=\tfrac1{\sqrt2}\big(|+x\rangle-|-x\rangle\big),\\
|E,1\rangle&=\tfrac1{\sqrt{12}}\Big(2|+x\rangle+2|-x\rangle-\sum_{\mu=\pm y,\pm z}|\mu\rangle\Big).
\end{aligned}
\]

## (b) Which levels does symmetry allow each projector to move?

**Solution.** An operation \(g\) turns the functions of one \(l\) shell into one another through a real orthogonal matrix \(R\), so that \(g\beta_m=\sum_n\beta_nR_{nm}\). Consequently

\[
\sum_m|g\beta_m\rangle\langle g\beta_m|
=\sum_{nn'}|\beta_n\rangle\Big(\sum_mR_{nm}R_{n'm}\Big)\langle\beta_{n'}|
=\sum_n|\beta_n\rangle\langle\beta_n| ,
\]

and \(V_l\) commutes with the site group. Each representation occurs once in the manifold, so Schur's lemma gives

\[
V_l=\sum_\Gamma\Delta_\Gamma P_\Gamma,\qquad
\Delta_\Gamma=\frac{{\rm Tr}(P_\Gamma V_l)}{\dim\Gamma},
\]

where \(P_\Gamma\) projects onto the states of type \(\Gamma\). The core term moves whole levels and does not mix them.

Overlaps between functions of different irreducible representations vanish. A shift \(\Delta_\Gamma\) can therefore be nonzero only if the \(l\) shell contains \(\Gamma\). The s function is \(A_1\). The p functions have characters \((3,0,-1,-1,1)\), which is \(T_2\). The d functions have \((5,-1,1,-1,1)\), the sum of the \(E\) and \(T_2\) rows. Hence

\[
s\to A_1,\qquad p\to T_2,\qquad d\to E+T_2 .
\]

The zeros are proved: within the manifold an s projector leaves \(E\) and \(T_2\) in place, a p projector leaves \(A_1\) and \(E\), and a d projector leaves \(A_1\). The allowed shifts still need nonzero overlaps, which symmetry alone does not supply.

## (c) How large are the allowed shifts?

**Solution.** Since \(|+x\rangle\) is invariant under \(C_{2v}\), it overlaps only with projector functions that have an invariant part. The rotation \((x,-y,-z)\) reverses \(p_y\), \(p_z\), \(d_{xy}\) and \(d_{zx}\). The mirror \((x,z,y)\) reverses \(d_{y^2-z^2}\). Four amplitudes remain:

\[
s=\langle\beta_s|+x\rangle,\quad p=\langle\beta_{p_x}|+x\rangle,\quad
e=\langle\beta_{3x^2-r^2}|+x\rangle,\quad t=\langle\beta_{yz}|+x\rangle .
\]

For the opposite valley use \(g:(x,y,z)\to(-x,z,-y)\), which belongs to \(T_d\). Then \(\langle\beta|-x\rangle=\langle g^{-1}\beta|+x\rangle\), with \((g^{-1}\beta)(\mathbf r)=\beta(g\mathbf r)\). The functions \(s\) and \(3x^2-r^2\) are unchanged, while \(x\to-x\) and \(yz\to z(-y)=-yz\). The amplitudes at \(-x\) are therefore \(s,-p,e,-t\).

For \(A_1\), six equal terms add:

\[
\langle\beta_s|A_1\rangle=\frac{6s}{\sqrt6}=\sqrt6\,s .
\]

For \(T_2\), the sign change between opposite valleys cancels the minus sign in the state:

\[
\langle\beta_{p_x}|T_2,x\rangle=\frac{p-(-p)}{\sqrt2}=\sqrt2\,p,\qquad
\langle\beta_{yz}|T_2,x\rangle=\sqrt2\,t .
\]

For \(E\), the overlap of \(3x^2-r^2\) with the \(y\) valleys is needed. The identity

\[
3x^2-r^2=-\tfrac12(3y^2-r^2)+\tfrac32(x^2-z^2)
\]

gives \(-e/2\), because the last function is odd under the mirror \(x\leftrightarrow z\) that preserves the \(y\) valleys. The \(z\) valleys give the same value. Thus

\[
\langle\beta_{3x^2-r^2}|E,1\rangle
=\frac{2(2e)-4(-e/2)}{\sqrt{12}}=\frac{6e}{\sqrt{12}}=\sqrt3\,e .
\]

The partner \(d_{y^2-z^2}\) has no overlap with \(|E,1\rangle\), since it is odd under \(y\leftrightarrow z\) and the state is even. Squaring and multiplying by the strengths gives

\[
\boxed{\Delta_{A_1}=6D_s|s|^2,\qquad
\Delta_{T_2}=2D_p|p|^2+2D_d|t|^2,\qquad
\Delta_E=3D_d|e|^2 .}
\]

The trace checks the d factors. Six valleys contribute \(6D_d(|e|^2+|t|^2)\), and the levels contribute \(2\cdot3D_d|e|^2+3\cdot2D_d|t|^2\), which is the same.

## (d) When does a d projector fail to reach \(T_2\), and what happens if the s projector is off its site?

**Solution.** Replace the Bloch function by the single plane wave \(e^{ikx}\). The integrand of \(t\) then contains \(yz\) times functions even in \(y\), so \(t=0\). The d projector reaches \(E\) alone. Its action on \(T_2\) needs the part of the true Bloch function that distinguishes \(yz>0\) from \(yz<0\), as the tetrahedral surroundings of the site do.

The amplitude \(e\) survives. Take a Gaussian projector \(\beta_s\propto e^{-r^2/2\sigma^2}\), with

\[
\beta_{p_x}=\frac{\sqrt2\,x}{\sigma}\beta_s,\qquad
\beta_{3x^2-r^2}=\frac{3x^2-r^2}{\sqrt3\,\sigma^2}\beta_s ,
\]

and an envelope nearly constant over \(\sigma\). The integral of \(\beta_se^{ikx}\) is proportional to \(e^{-k^2\sigma^2/2}\). Factors of \(x\) follow by differentiation with respect to \(k\): relative to this integral, \(x\) gives \(ik\sigma^2\), \(x^2\) gives \(\sigma^2-k^2\sigma^4\), and \(y^2\) and \(z^2\) give \(\sigma^2\). Hence

\[
s:p:e=1:i\sqrt2\,k\sigma:-\tfrac{2}{\sqrt3}k^2\sigma^2 .
\]

Now return to the full Bloch function and move the s projector by a small \(\delta\) along \(x\). To first order,

\[
\beta_s(\mathbf r-\delta\hat{\mathbf x})\simeq\beta_s-\delta\,\partial_x\beta_s
=\beta_s+\frac{\delta x}{\sigma^2}\beta_s
=\beta_s+\frac{\delta}{\sqrt2\,\sigma}\beta_{p_x}.
\]

The displaced function has acquired a p part and reaches \(T_2\). Its squared overlaps with the two levels have the ratio

\[
\frac{w_{T_2}}{w_{A_1}}\simeq\frac{\delta^2}{2\sigma^2}\,\frac{2|p|^2}{6|s|^2}
=\frac{\delta^2|p|^2}{6\sigma^2|s|^2}.
\]

The selection rule for s thus requires the projector to be centred on the site.

## (e) Does the s rule survive when the envelope may change?

**Solution.** Give every valley a set of envelopes, each invariant like the 1s envelope under the operations that fix the valley, numbered \(n=0,1,2,\dots\) with effective-mass energies \(E_n\), and keep different valleys orthogonal. The \(E\) and \(T_2\) combinations have zero overlap with \(\beta_s\) for each \(n\), so the s projector leaves all of them unshifted.

In the \(A_1\) sector let \(b_n=\sqrt6\,s_n\), where \(s_n\) is the s amplitude for envelope \(n\). The eigenvalue equation for the coefficients \(c_n\) is

\[
(E-E_n)c_n=D_sb_n^*B,\qquad B=\sum_mb_mc_m .
\]

Solve for \(c_n\), multiply by \(b_n\) and sum. For a shifted level \(B\neq0\), and division by \(B\) gives

\[
1=D_s\sum_n\frac{6|s_n|^2}{E-E_n}.
\]

Keeping \(n=0\) alone returns \(E=E_0+6D_s|s_0|^2\), the frozen result of part (c). With an attractive projector the further envelopes lower the lowest level, because they enlarge the variational space. The size of the shift changes, but the selection rule does not.

## (f) Evaluate the shifts for an arsenic-like donor in silicon.

Use a local empirical pseudopotential for the Bloch functions, Gaussian expansions for the envelopes, and Gaussian projectors with \(\sigma=0.10\) nm. Choose \(D_s\) so that the relaxed \(A_1\) level lies 54 meV below the band edge, a rough value for arsenic. Set \(D_p=D_d=D_s/10\).

**Solution.** The masses are 0.19 and 0.92 \(m_0\), and the permittivity is 11.4. The valley minimum lies at 0.854 of \(2\pi/a\), and the unsplit 1s level at \(-31.16\) meV. The envelopes are expanded in eight Gaussians with transverse widths from 0.5 to 6 nm; the widths along the valley axis are 1.75 times smaller. In this basis the equation of part (e) gives \(D_s=-68.7\) eV, hence \(D_p=D_d=-6.87\) eV.

The smallest width is part of the model, and these strengths are not converged with respect to it. Extending the set down to 0.125 nm and refitting gives \(D_s\approx-30\) eV and roughly halves all the frozen shifts below. Such narrow envelopes vary within a unit cell, where effective-mass theory does not apply. The narrowest Gaussian of the main set, 0.29 nm wide along the valley axis, already has this fault. Raising the smallest transverse width to 1.0 nm, still with eight Gaussians, gives \(D_s\approx-110\) eV and increases the frozen shifts by 35–39%. The unsplit 1s level is much less sensitive: a more flexible basis lowers it by about 0.07 meV.

The Bloch functions use plane waves with \(|\mathbf k+\mathbf G|^2<27\,(2\pi/a)^2\). Raising this cutoff to 64 lowers \(|s|^2\) and \(|e|^2\) by one unit in the fourth digit and leaves \(D_s\) and the shifts unchanged to the digits shown. With the computed amplitudes, the frozen shifts are

\[
\begin{aligned}
s:\ \Delta_{A_1}&=6(-68.7\ {\rm eV})(1.610\times10^{-5})=-6.63\ {\rm meV},\\
p:\ \Delta_{T_2}&=2(-6.87\ {\rm eV})(2.635\times10^{-4})=-3.62\ {\rm meV},\\
d:\ \Delta_E&=3(-6.87\ {\rm eV})(8.693\times10^{-4})=-17.9\ {\rm meV},\\
d:\ \Delta_{T_2}&=2(-6.87\ {\rm eV})(1.158\times10^{-3})=-15.9\ {\rm meV}.
\end{aligned}
\]

These formulas use the \(+x\) valley alone. As a test, all six valleys were diagonalized separately and the full \(6\times6\) matrix was built from their overlaps. Its eigenvalues agreed with the formulas to one part in \(10^6\) plus \(10^{-6}\) meV, including the zeros. With a single plane wave per valley, the d shift of \(E\) was \(-13.8\) meV and that of \(T_2\) vanished.

**Why \(D_s\) is so large.** Here \(k=0.854\times2\pi/(0.543\ {\rm nm})=9.88\ {\rm nm}^{-1}\), so \(k\sigma=0.988\). Part (d) then gives \(|e/s|^2=\frac43(k\sigma)^4=1.27\) for a plane wave. The plane-wave \(E\) shift corresponds to \(|e|^2=6.7\times10^{-4}\), which suggests \(|s|^2\approx5.3\times10^{-4}\) if the envelope is taken as constant over the projector. Direct evaluation with the 1s envelope gives \(5.7\times10^{-4}\). The Bloch function gives a value about 35 times smaller. There are two reasons. The plane wave at \(k\) carries only 14% of the Bloch function's weight, which alone reduces \(|s|^2\) about sevenfold. Its contribution to \(s\), \(-0.0088\), is also opposed by \(+0.0126\) from the four waves with \(|\mathbf k+\mathbf G|^2\approx2.02\,(2\pi/a)^2\). With the remaining waves included, \(s=0.0040\), and a large strength has to compensate for this small remainder. The cancellation depends on the projector width: in this model \(s\) passes through zero near \(\sigma=0.12\) nm. It depends on the pseudopotential too: changing the first form factor by 0.01 Ry changes \(D_s\) by 12–14%. The value of \(D_s\) therefore belongs to this choice of pseudopotential, projector and envelope basis and is not a property of arsenic.

**Frozen against relaxed.** Letting the envelope change increases the s shift from 6.6 to 22.8 meV in magnitude, while \(E\) and \(T_2\) stay in place. The p shift grows from 3.6 to 5.7 meV. The d shifts grow to 350 meV for \(E\) and 330 meV for \(T_2\), so first order fails completely at this \(D_d\). Levels this deep lie outside effective-mass theory, and their depth should not be trusted. It also depends strongly on the envelope basis: with Gaussians down to 0.125 nm and refitted strengths, the relaxed d shifts of \(E\) and \(T_2\) are only 32 to 41 meV for 8 to 18 Gaussians, falling slowly as the number grows, and the p shift is about 2 meV. With all strengths reduced a thousandfold, the relaxed shifts agreed with the frozen formulas, scaled by the same factor, to within 2%.

**Off-site projector.** For \(\delta=0.02\) nm, the estimate of part (d) is \(w_{T_2}/w_{A_1}=(0.2)^2(16.4)/6=0.109\). The computed weights, 0.105 for \(T_2\) and 0.892 for \(A_1\), have the ratio 0.118. A small displacement matters here because \(|p|^2\) is 16 times \(|s|^2\).

**Comparison with real arsenic donors.** In silicon, arsenic has an \(A_1\) ground state, with \(T_2\) and \(E\) roughly 20 meV above it and close to the effective-mass value. The s projector alone reproduces this pattern, its \(A_1\) depth having been fitted. With all three channels the frozen levels are \(-37.8\) meV for \(A_1\), \(-49.1\) meV for \(E\) and \(-50.7\) meV for \(T_2\), which is the wrong order. The chosen \(D_d\) is therefore far too strong. By linear scaling of the frozen result, a d shift of 1 meV would need only about \(-0.4\) eV. A realistic core would also include the local potential difference between arsenic and silicon, which can move all three levels.

Device conditions add further changes, estimated here for the s-only levels:

- **Temperature.** At 300 K, \(k_BT=25.85\) meV and the gap is 22.84 meV. The five upper states hold a fraction \(5e^{-0.884}/(1+5e^{-0.884})=0.67\) of the manifold's population, with ionization and other bound states ignored. The share of 1.000 in the check's output refers instead to the relaxed levels with all three channels, where the excessive \(D_d\) puts \(E\) and \(T_2\) far below \(A_1\).
- **Strain.** A tensile strain of 0.1% along \(x\), without transverse strain and with a deformation potential of 9 eV, shifts the \(\pm x\) valley pair by \(\delta_v=9\) meV relative to the others. This breaks \(T_d\). With equal envelopes, \(\langle E,1|W|A_1\rangle=4\delta_v/\sqrt{72}=4.2\) meV, where \(W\) is the strain term. The diagonal shifts \(\delta_v/3\) of \(A_1\) and \(2\delta_v/3\) of \(|E,1\rangle\) widen the gap between these two states to 25.8 meV. Mixing then lowers \(A_1\) by about \(4.2^2/25.8=0.7\) meV; with the relaxed \(A_1\) envelope the lowering is 0.6 meV. The other \(E\) state and the \(T_2\) states of the \(y\) and \(z\) valleys do not move, so the gap from \(A_1\) to the next level narrows from 22.8 to 20.4 meV.
- **Electric field.** At a distance \(x\) from the donor, on the side opposite to the field direction, the electron's potential energy \(-C/x-eFx\), with \(C=e^2/(4\pi\epsilon_0\epsilon_r)\), has its maximum at \(-2\sqrt{CeF}\). This reaches the \(A_1\) level when \(eF=E_b^2/(4C)\), where \(E_b\) is the binding energy. For 54 meV the field is 0.058 MV/cm, and tunnelling can ionize the donor below it.

The complete numerical output follows.

## Computed results

```
Lattice constant: 0.543 nm; projector width: 0.10 nm
Form factors at |G|^2 = 3, 8, 11: -0.21, 0.04, 0.08 Ry
Masses, transverse and longitudinal: 0.19, 0.92 m0
Relative permittivity: 11.4
Valley minimum: 0.8537 of 2 pi/a
Envelope Gaussian anisotropy kappa: 3.046
Effective-mass 1s energy: -31.156 meV
Valley representation: {'A1': 1, 'A2': 0, 'E': 1, 'T1': 0, 'T2': 1}
p shell: {'A1': 0, 'A2': 0, 'E': 0, 'T1': 0, 'T2': 1}
d shell: {'A1': 0, 'A2': 0, 'E': 1, 'T1': 0, 'T2': 1}
Input relaxed A1 binding, rough As value: 54 meV
Projector strength D_s: -68.6840 eV
Projector strength D_p: -6.8684 eV
Projector strength D_d: -6.8684 eV
Squared +x amplitude |s|^2: 1.6099e-05
Squared +x amplitude |p|^2: 2.6352e-04
Squared +x amplitude |e|^2: 8.6931e-04
Squared +x amplitude |t|^2: 1.1579e-03
s only, frozen shifts A1, E, T2: -6.6343, 0.0000, 0.0000 meV
s only, relaxed shifts A1, E, T2: 22.8436, 0.0000, 0.0000 meV downward
p only, frozen shifts A1, E, T2: 0.0000, 0.0000, -3.6199 meV
p only, relaxed shifts A1, E, T2: 0.0000, 0.0000, 5.7215 meV downward
d only, frozen shifts A1, E, T2: 0.0000, -17.9122, -15.9058 meV
d only, relaxed shifts A1, E, T2: 0.0000, 350.0139, 329.5535 meV downward
All channels, frozen levels A1, E, T2: -37.791, -49.069, -50.682 meV
All channels, relaxed levels A1, E, T2: -54.000, -381.170, -615.535 meV
Single plane wave, d shift of E: -13.7930 meV
Single plane wave, d shift of T2: 0.0e+00 meV
s projector moved 0.02 nm along x, weights A1, E, T2: 8.915e-01, 3.473e-03, 1.050e-01
Valley-state norm error: 3.58e-13
Overlap of opposite valleys: 2.91e-08
Overlap of adjacent valleys: 4.29e-07
Thermal energy at 300 K: 25.85 meV
E+T2 share of manifold occupation at 300 K: 1.000
Strain: 0.1 %; potential: 9.0 eV
Valley shift from this strain: 9.00 meV
Barrier-lowering field for A1: 0.0577 MV/cm
```
